\section*{Electron translation factors and Galilean invariance in atom-centred collision dynamics}

\section{What symmetry fixes}

An electron bound to an atom that moves with velocity $\mathbf v$ must have mean momentum $m\mathbf v$. A real orbital has mean momentum zero wherever it is centred, so moving its centre is not enough: it needs a position-dependent phase. The dimensionless scalars linear in position or time that can be built from $m,\hbar,\mathbf v,\mathbf r,t$ by way of momentum and kinetic energy suggest
\begin{equation}
\theta=\alpha\,\frac{m\mathbf v\cdot\mathbf r}{\hbar}+\beta\,\frac{mv^2t}{\hbar}.
\end{equation}
The mean momentum is $\alpha m\mathbf v$, so $\alpha=1$. For $\psi=e^{i\theta}\phi(\mathbf r-\mathbf vt)e^{-i\varepsilon t/\hbar}$ with real $\phi$, the mean of $i\hbar\partial_t$ is $\varepsilon-\beta mv^2$. It must equal the mean energy $\varepsilon+mv^2/2$, so $\beta=-1/2$. In Hartree atomic units, used from here on,
\begin{equation}
\theta=\mathbf v\cdot\mathbf r-\tfrac12v^2t .
\label{eq:etf}
\end{equation}
The factor $e^{i\theta}$ is the electron translation factor. The argument assumed the form of $\theta$; the next step derives it.

\section{One atom at constant velocity}

Let $h=-\frac12\nabla^2+V$ be the Hamiltonian of one atom with a local potential, and let its real, nodeless ground orbital obey $h\phi=\varepsilon\phi$. The atom moves along $\mathbf R=\mathbf vt$, so $\partial_t\phi(\mathbf r-\mathbf vt)=-\mathbf v\cdot\nabla\phi$. For an unknown real phase $\theta(\mathbf r,t)$,
\begin{align}
\nabla^2(e^{i\theta}\phi)&=e^{i\theta}\left[\nabla^2\phi+2i\nabla\theta\cdot\nabla\phi+i\phi\nabla^2\theta-|\nabla\theta|^2\phi\right],\\
-i\partial_t(e^{i\theta}\phi)&=e^{i\theta}\left[\dot\theta\,\phi+i\mathbf v\cdot\nabla\phi\right].
\end{align}
Multiplying the first line by $-\frac12$, and adding the potential term and the second line, gives
\begin{align}
(H-i\partial_t)e^{i\theta}\phi=e^{i\theta}\Big[&h\phi+\left(\dot\theta+\tfrac12|\nabla\theta|^2\right)\phi\nonumber\\
&-i(\nabla\theta-\mathbf v)\cdot\nabla\phi-\tfrac i2\phi\nabla^2\theta\Big].
\label{eq:general}
\end{align}
If $e^{i\theta}\phi e^{-i\varepsilon t}$ is to solve the Schr\"odinger equation, the bracket must equal $\varepsilon\phi$. Its imaginary part, multiplied by $-2\phi$, is
\begin{equation}
\nabla\cdot\left[\phi^2(\nabla\theta-\mathbf v)\right]=0 .
\end{equation}
Define $\eta=\theta-\mathbf v\cdot\mathbf r$, multiply by $\eta$ and integrate by parts. For phases that do not outgrow the decay of $\phi^2$ the surface term vanishes, and
\begin{equation}
\int\phi^2|\nabla\eta|^2\,d^3r=0 .
\end{equation}
Since $\phi$ has no nodes, $\nabla\theta=\mathbf v$. The real part then requires $\dot\theta=-v^2/2$, which gives Eq.~\eqref{eq:etf} up to a constant. A further phase depending on time alone would shift the energy zero and have no effect on the physics. The same $\theta$ serves the excited orbitals, because with $\nabla\theta=\mathbf v$ the last line of Eq.~\eqref{eq:general} vanishes for any orbital.

\paragraph{Limit: a wrong slope.}
Take $\nabla\theta=\lambda\mathbf v$ with $\mathbf v$ along $x$. Apart from a constant energy, the remainder is $i(1-\lambda)v\,\partial_x\phi$, with norm
\begin{equation}
\rho(\lambda)=|1-\lambda|\,v\,\langle p_x^2\rangle^{1/2}.
\label{eq:residual}
\end{equation}
Consider a two-dimensional model atom $V=-V_0e^{-r^2/w^2}$ with $V_0=15$ eV and $w=0.15$ nm, moving at $v=0.1317$ a.u. The root-mean-square value of its momentum component $p_x$ is 0.3452 a.u., so $\rho(0)=0.1317\times0.3452=0.0455$ hartree, or 1.24 eV. Applying $H-i\partial_t$ numerically to the moving orbital gives 1.237 eV for $\lambda=0$, 0.619 eV for $\lambda=\frac12$ and 0.008 eV for $\lambda=1$. The last value is the numerical residual of the orbital, which is a finite sum of Gaussians. For $v\to0$ the factor tends to one over any fixed region: what matters is the product of $v$ and the length over which orbitals are compared.

\section{An atom that accelerates}

On a curved or braked path $\mathbf R(t)$, with $\mathbf v=\dot{\mathbf R}$ and $\mathbf a=\dot{\mathbf v}$, choose
\begin{equation}
\theta=\mathbf v\cdot(\mathbf r-\mathbf R)+\mathbf v(0)\cdot\mathbf R(0)+\tfrac12\int_0^t v^2\,dt' .
\label{eq:acc}
\end{equation}
For constant velocity, $\mathbf R=\mathbf R(0)+\mathbf vt$, and this becomes $\mathbf v\cdot\mathbf r-v^2t+\frac12v^2t$, which is Eq.~\eqref{eq:etf}. In general $\nabla\theta=\mathbf v$ and
\begin{equation}
\dot\theta=\mathbf a\cdot(\mathbf r-\mathbf R)-v^2+\tfrac12v^2 .
\end{equation}
Equation~\eqref{eq:general}, whose derivation holds with the instantaneous velocity, now gives
\begin{equation}
(H-i\partial_t)e^{i\theta}\chi=e^{i\theta}\left[H+\mathbf a\cdot(\mathbf r-\mathbf R)\right]\chi .
\end{equation}
The extra term is the inertial potential felt in the frame of the atom. It is physical: a jolted atom can be excited. A symbolic test in one dimension, with $R=2+t/3+t^3/5$ and the orbital $(1+s)e^{-s^2}$, $s=x-R$, confirmed this identity with zero difference.

\section{Several atoms and a finite basis}

Let $H=\frac12p^2+\sum_AV_A(\mathbf r-\mathbf R_A(t))$, with prescribed classical paths. Give each real orbital $\chi_\nu$ the phase $\theta_\nu$ of its own atom, and write
\begin{equation}
\psi=\sum_\nu c_\nu\tilde\chi_\nu,\qquad \tilde\chi_\nu=e^{i\theta_\nu}\chi_\nu(\mathbf r-\mathbf R_\nu).
\end{equation}
Projecting $(H-i\partial_t)\psi=0$ on each $\tilde\chi_\mu$ gives
\begin{equation}
iS\dot c=Mc,\quad S_{\mu\nu}=\langle\tilde\chi_\mu|\tilde\chi_\nu\rangle,\quad
M_{\mu\nu}=\langle\tilde\chi_\mu|H-i\partial_t|\tilde\chi_\nu\rangle .
\label{eq:proj}
\end{equation}
For constant velocities the previous results reduce this to
\begin{equation}
M_{\mu\nu}=\langle\chi_\mu|e^{i(\theta_\nu-\theta_\mu)}H|\chi_\nu\rangle .
\label{eq:metf}
\end{equation}
On one centre the phases cancel. Between two centres they leave $e^{i(\mathbf v_\nu-\mathbf v_\mu)\cdot\mathbf r}$ times a phase that depends on time alone. The exponent contains the difference between the mean momenta of electrons carried by the two atoms, which an electron must make up to change atoms.

Without the factors, $-i\partial_t\chi_\nu=i\mathbf v_\nu\cdot\nabla\chi_\nu$, and
\begin{equation}
M^{(0)}_{\mu\nu}=\langle\chi_\mu|H+i\mathbf v_\nu\cdot\nabla|\chi_\nu\rangle .
\label{eq:bare}
\end{equation}
For two model atoms passing each other, both forms agreed within $2\times10^{-4}$ atomic units with matrices built from Eq.~\eqref{eq:proj} by numerical differentiation in time and space.

Neither form loses norm. Since $H$ is Hermitian,
\begin{equation}
M-M^\dagger=-i\left(\langle\chi_\mu|\dot\chi_\nu\rangle+\langle\dot\chi_\mu|\chi_\nu\rangle\right)=-i\dot S ,
\end{equation}
where $\chi$ stands for either kind of basis function. Therefore
\begin{equation}
\frac{d}{dt}c^\dagger Sc=c^\dagger\left[-i(M-M^\dagger)+\dot S\right]c=c^\dagger(-\dot S+\dot S)c=0 .
\end{equation}
A conserved norm therefore says nothing about whether the translation factors are present.

\section{The boost, with and without factors}

View the same collision from a frame in which every atom has the additional velocity $\mathbf u$. The potential becomes $V(\mathbf r-\mathbf ut,t)$. Let $\kappa=\mathbf u\cdot\mathbf r-\frac12u^2t$ and $f'(\mathbf r,t)=e^{i\kappa}f(\mathbf r-\mathbf ut,t)$ for any function $f$. Then
\begin{align}
-\tfrac12\nabla^2f'&=e^{i\kappa}\left[-\tfrac12\nabla^2f-i\mathbf u\cdot\nabla f+\tfrac12u^2f\right],\\
-i\partial_tf'&=e^{i\kappa}\left[-\tfrac12u^2f+i\mathbf u\cdot\nabla f-i\partial_tf\right].
\end{align}
In the sum the terms containing $\mathbf u$ cancel, so
\begin{equation}
(H'-i\partial_t)f'=e^{i\kappa}\left[(H-i\partial_t)f\right](\mathbf r-\mathbf ut,t).
\label{eq:boost}
\end{equation}

It remains to see whether the basis follows this map. Put $\mathbf r'=\mathbf r+\mathbf ut$ and $\mathbf v'=\mathbf v+\mathbf u$ in Eq.~\eqref{eq:acc}:
\begin{align}
\theta'&=\theta+\mathbf u\cdot(\mathbf r-\mathbf R)+\mathbf u\cdot\mathbf R(0)+\mathbf u\cdot[\mathbf R-\mathbf R(0)]+\tfrac12u^2t\nonumber\\
&=\theta+\mathbf u\cdot\mathbf r+\tfrac12u^2t=\theta+\mathbf u\cdot\mathbf r'-\tfrac12u^2t .
\end{align}
Each basis function in the new frame is thus the boosted image of the old one. By Eq.~\eqref{eq:boost} the common phase cancels between bra and ket, so $S'=S$ and $M'=M$. With the same initial coefficients, $c(t)$ is the same in every inertial frame, whatever the size of the basis.

Without factors the orbitals move but acquire no phase. $S$ is unchanged, while Eq.~\eqref{eq:bare} gives, with $i\nabla=-\mathbf p$,
\begin{equation}
M^{(0)\prime}-M^{(0)}=-\mathbf u\cdot\mathbf P,\qquad \mathbf P_{\mu\nu}=\langle\chi_\mu|\mathbf p|\chi_\nu\rangle .
\label{eq:violation}
\end{equation}
This is the violation: the velocity of the observer enters the equations of motion. It is harmless if the basis space is closed under multiplication by $e^{i\mathbf u\cdot\mathbf r}$ and the initial state is boosted too, since a change of coefficients then absorbs it. A complete basis has this property; a few atomic orbitals do not. A single real orbital on a lone atom has $\mathbf P=0$ and shows no symptom, so it is too simple a case to reveal the fault.

\section{One centre again: how much can the basis repair?}

For a lone atom at velocity $u$ along $x$, Eq.~\eqref{eq:bare} is the matrix of $h-up_x$. This coupling does not fade when the collision partner is far away. In a complete space the lowest state is $e^{iux}\phi$, for
\begin{equation}
e^{-iux}(h-up_x)e^{iux}=h+up_x+\tfrac12u^2-up_x-u^2=h-\tfrac12u^2 .
\end{equation}
In a finite basis with eigenstates $n$ of $h$, second-order perturbation theory gives instead
\begin{equation}
\Delta E=-\sum_{n>0}\frac{u^2|\langle n|p_x|0\rangle|^2}{\varepsilon_n-\varepsilon_0}=-\tfrac12fu^2,\quad
f=2\sum_{n>0}\frac{|\langle n|p_x|0\rangle|^2}{\varepsilon_n-\varepsilon_0}.
\label{eq:f}
\end{equation}
The oscillator sum $f$, which is 1 in a complete basis, measures to this order how well the basis can imitate the missing factor.

One function suffices at this order. Since $(h-\varepsilon)x\phi=-\partial_x\phi$, the function $iux\phi$ solves the first-order equation $(h-\varepsilon)\phi_1=up_x\phi$; it is the linear term of $e^{iux}\phi$. For a symmetric $\phi$, integration by parts gives $\int x\phi\,\partial_x\phi=-\frac12$. The squared momentum element with normalized $x\phi$ is therefore $1/(4\langle x^2\rangle)$, the excitation energy is $1/(2\langle x^2\rangle)$, and $f=1$. The model matrices give 1.0000. The terms of order $u^2x^2$ and above are still missing.

\section{A model collision at the speed of a 30 keV gallium ion}

The nuclear speed follows from the kinetic energy $E$ and mass $M$. An electron at this speed has energy $Em_e/M$, which for 30 keV and 69.723 u is 0.2360 eV. Hence $v=\sqrt{2\times0.2360/27.21}=0.1317$ a.u., or $2.88\times10^5$ m/s.

Two identical wells of the kind used above, each with its lowest level at $-6.69$ eV, pass on a straight line with impact parameter 0.40 nm. The electron starts on the target, with separation 0.80 nm along the path, and is followed for 5.55 fs to the mirror-image position. The $s$ basis has the ground orbital $\phi$ on each atom; the $s+p$ basis adds $x\phi$ and $y\phi$. In runs without factors the initial orbital has none either. All other settings are held fixed. The capture probabilities are:

\begin{center}
\begin{tabular}{lcc}
Frame & $s$ & $s+p$\\
\multicolumn{3}{l}{\emph{Without factors}}\\
target at rest & 0.2838 & 0.2855\\
midpoint at rest & 0.2846 & 0.2908\\
projectile at rest & 0.2838 & 0.3013\\
target moving at $+v$ & 0.2774 & 0.3105\\
\multicolumn{3}{l}{\emph{With factors}}\\
each of the four frames & 0.2707 & 0.2851
\end{tabular}
\end{center}

With factors the spread over frames is below $10^{-15}$, which is rounding error. Without them it is 0.007 in the $s$ basis and 0.025 in the $s+p$ basis. A more tightly converged orbital and other numerical settings move the entries without factors by up to 0.0007 and the larger spread to 0.024. A solution of the same model on a spatial grid, without atomic orbitals, gives 0.2909 in both frames tried. The larger spread is thus 9\% of the grid value.

Three features need care. First, the $s$ results with target and projectile at rest coincide. A half-turn of the plane exchanges the identical atoms and these two frames, and so relates capture in one frame to the reverse transfer in the other. When the orbitals are well separated at both ends, two-state evolution is unitary and its two transfer probabilities are equal. Agreement between this pair of frames is therefore no evidence of Galilean invariance.

Second, the richer basis has the larger spread. It contains one-centre elements of $\mathbf P$ between $\phi$ and $x\phi$, which are absent from the $s$ basis. They disturb the initial orbital, which carries no factor and so is not the lowest state of $h-up_x$ on a target moving at velocity $u$. Starting from that lowest state instead reduces the spread from 0.025 to about 0.002. The larger figure therefore reflects mainly the unboosted initial orbital, not a poorer description of the transfer itself.

Third, the factors do not bring every number closer to the grid value. In the $s$ basis the result with factors is 7\% below it, farther away than any of the four results without factors. In the $s+p$ basis the error with factors shrinks to 2\%, yet the midpoint frame without factors happens to give 0.2908. That close agreement is not a property of the method, since another choice of frame gives 0.3105. Translation factors remove the dependence on the observer; the error of a truncated basis remains and must be reduced by enlarging the basis.

\section{A lone gallium ion: excitation without a collision}

The one-centre fault can be sized for a real ion. Take Ga$^+$ with 30 electrons in the local-density approximation (LDA), with the def2-TZVP basis of 48 functions and the Kohn--Sham potential frozen. The ion drifts at 30 keV, and its static orbitals are propagated without factors. Nothing collides, so the excitation probability in the frame of the ion should be zero.

For occupied orbital $i$, empty orbital $a$ and gap $\Delta_{ai}$, the perturbation $-vp_z$ gives the first-order amplitude
\begin{equation}
i\,v\,p_{ai}\int_0^te^{i\Delta_{ai}t'}dt'=v\,p_{ai}\,\frac{e^{i\Delta_{ai}t}-1}{\Delta_{ai}} .
\end{equation}
Squaring and summing over pairs and two spins yields
\begin{equation}
P(t)\simeq\sum_{ai}\frac{8v^2|p_{ai}|^2}{\Delta_{ai}^2}\sin^2\frac{\Delta_{ai}t}{2}.
\label{eq:spurious}
\end{equation}
For the $4s$--$4p$ pair the momentum element is 0.3507 a.u. and the gap 7.06 eV. The coupling is $0.1317\times0.3507\times27.21=1.257$ eV, so the peak contribution is $8(1.257/7.06)^2=0.25$. Full propagation of the determinant, with all pairs and higher orders, gives a maximum of 0.27 and a mean of 0.15 over 2 fs. These values depend slightly on the basis: def2-QZVP gives a gap of 7.03 eV, an element of 0.354 a.u., a pair peak of 0.26, a maximum of 0.28 and a mean of 0.16. The larger basis does not reduce the excitation. At one tenth of the speed, Eq.~\eqref{eq:spurious} matched the propagation within 3\% of the peak.

What is spurious here needs stating exactly. A static orbital placed on a moving atom describes an electron left behind, which would be disturbed in reality too. The fault lies in taking that state for the ground state of the moving ion. Starting from the lowest states of $h-vp_z$ in the basis would stop the oscillation, but would supply only the part of the missing translation that the basis can represent. Summed over occupied orbitals, Eq.~\eqref{eq:f} should give $f=30$ in a complete basis; pairs of occupied orbitals cancel because their denominators have opposite signs. This basis gives $f=7.19$. The sum of occupied levels therefore drops by $7.19\times0.2360=1.70$ eV, as diagonalization confirms, instead of $30\times0.2360=7.08$ eV. By this measure the basis holds about a quarter of the electrons' translational response. The deficit lies in the inner shells: the two $4s$ electrons contribute 1.90 of their 2, while more than half of the shortfall belongs to the $3d$ shell. The sum depends strongly on the basis, rising to 10.3 in def2-QZVP and to 17.6 when def2-TZVP is uncontracted, which repairs the $s$ and $p$ shells but not $3d$. With translation factors the phases cancel on the single centre, Eq.~\eqref{eq:metf} reduces to the matrix of $h$, and the ion stays in its ground state.

\section{Implantation, annealing and the limits of the result}

Gallium beams of roughly 30 keV are used in focused-beam milling and implantation, so the speed is typical. The model level of $-6.7$ eV is near gallium's first ionization energy of roughly 6 eV, but the planar one-electron collision represents no particular target. In a solid the ion meets many atoms and a responding electron sea, an effect on capture that is not estimated here.

For the lone ion, two neglected effects can be sized. Letting the potential respond moves the lowest singlet excitation to 8.92 eV in time-dependent LDA. Using this in place of the gap, with the momentum element held fixed, lowers the $4s$--$4p$ peak from 0.25 to about 0.16. This slightly overstates the reduction, because the response also raises the momentum element to 0.366 a.u., which gives about 0.17. Scalar relativity changes the gap to 7.33 eV, which alone would lower the peak by about 7\%; an accompanying increase of the momentum element to 0.360 a.u. offsets most of this, leaving about 2\%. The basis is contracted without relativity; uncontracted, the gap moves from 7.08 to 7.39 eV and the net reduction is about 3\%. Magnetic corrections are governed by $v/c\approx10^{-3}$.

Straight paths are the assumption that implantation breaks most plainly, since close encounters deflect and stop the ion. At 0.40 nm the universal ZBL repulsion between two gallium atoms makes the inertial term, taken over one well width, about $10^{-6}$ eV. It grows steeply at smaller distances, where Eq.~\eqref{eq:acc} should replace Eq.~\eqref{eq:etf}.

At fixed orbitals Eq.~\eqref{eq:spurious} scales as $v^2$, hence as ion energy. At 1 keV the $4s$--$4p$ peak is about 0.008. At an annealing temperature of 1000 K the mean thermal energy is about 0.13 eV, and the peak is of order $10^{-6}$. The omission thus matters for this quantity during the fast part of implantation and is negligible for thermal motion.

The derivation also assumed local potentials. A nonlocal operator $W$, such as a pseudopotential projector or exchange, does not commute with $e^{i\theta}$. On a moving atom it must be replaced by $e^{i\theta}We^{-i\theta}$; otherwise frame dependence returns through the potential even when every orbital carries its factor. Exchange built from the propagated orbitals, factors included, already has this form and needs no further phase.

\section*{Calculated quantities}
\begin{verbatim}
Ga ion energy: 30.0 keV, mass 69.723 u
speed v: 0.1317 a.u. = 2.881e+05 m/s
m_e v^2/2 per electron: 0.2360 eV
well depth 15.0 eV, width 0.15 nm
impact parameter 0.40 nm, path x = -/+0.80 nm
collision time simulated: 5.553 fs
model ground level: -6.686 eV
model rms p_x: 0.3452 a.u.
residual, phase 0.0*v*x: 1.23732 eV
residual, phase 0.5*v*x: 0.61870 eV
residual, phase 1.0*v*x: 0.00815 eV
oscillator sum of (s, x*s) model basis: 1.0000
capture probability (s basis, s+p basis):
 no ETF, target at rest: 0.2838, 0.2855
 no ETF, midpoint at rest: 0.2846, 0.2908
 no ETF, projectile at rest: 0.2838, 0.3013
 no ETF, target moves at +v: 0.2774, 0.3105
 ETF, target at rest: 0.2707, 0.2851
 ETF, midpoint at rest: 0.2707, 0.2851
 ETF, projectile at rest: 0.2707, 0.2851
 ETF, target moves at +v: 0.2707, 0.2851
frame spread, no ETF: 0.0072, 0.0250
frame spread, ETF: 6.7e-16, 3.9e-16
grid capture, target at rest: 0.2909
grid capture, projectile at rest: 0.2909
Ga+ electrons: 30, basis functions: 48
Ga+ LDA 4s-4p orbital gap: 7.062 eV
Ga+ |<4p|p_z|4s>|: 0.3507 a.u.
Ga+ spurious excitation, max in 2 fs: 0.2678
Ga+ spurious excitation, mean in 2 fs: 0.1470
Ga+ oscillator sum in basis: 7.193 of 30
Ga+ electron translation energy: 7.081 eV
Ga+ level-sum drop found in basis: 1.699 eV
neglected: TDLDA lowest singlet: 8.919 eV
neglected: scalar-relativistic gap: 7.333 eV
neglected: acceleration*width: 1.27e-06 eV
neglected: v/c: 9.61e-04
\end{verbatim}
